Capillary Pressure and Fin Collapse When Isopropanol Replaces Water

**Question**

I dry silicon fins after an HF-last clean, which leaves the silicon hydrogen-terminated. The fins are about 10 nm wide, 20 nm apart and 100 nm tall. Water has a surface tension near 72 mN/m and isopropanol (IPA) near 21 mN/m, so I assumed that rinsing with IPA before drying would cut the capillary pressure to 21/72, or 29 %, of its value with water. A colleague objects that the contact angle changes too. How much of the expected benefit can that remove, and does the answer for the pressure also settle whether the fins collapse?

**Answer**

Your ratio is right if both liquids meet the wall at the same contact angle. To see what happens otherwise, derive the pressure with the angle left free.

**The pressure in a slit**

Take two long, smooth, parallel walls a distance d apart, with liquid below and vapour above. Let P be the vapour pressure minus the liquid pressure, so that positive P pulls the walls together. The contact angle θ is measured through the liquid. In drying it is the receding angle, since the liquid is withdrawing. Gravity is neglected.

Let γ be the liquid's surface tension, and γ_SV and γ_SL the energies per area of the dry and wetted wall. Wetting a unit area of wall releases

τ = γ_SV − γ_SL.

Put x = 0 midway between the walls and let y(x) be the height of the meniscus. By symmetry one half suffices. Per unit length of slit, its energy is

Ω = γ ∫₀^{d/2} √(1 + y′²) dx − τ y(d/2) + P ∫₀^{d/2} y dx.

The last term is the cost of replacing vapour by liquid at a pressure lower by P. Define s = y′/√(1 + y′²). Varying y and integrating the first term by parts gives

δΩ = [γ s(d/2) − τ] δy(d/2) + ∫₀^{d/2} (P − γ s′) δy dx,

where s(0) = 0 by symmetry. Both brackets must vanish. The second gives s = Px/γ, a circular arc. The first gives γ s(d/2) = τ. A surface meeting a vertical wall at angle θ has slope y′ = cot θ there, hence s(d/2) = cos θ. Therefore

γ cos θ = τ (Young's law),

P = 2γ cos θ/d = 2τ/d.

The pressure is set by the wetting tension τ = γ cos θ, not by γ alone. If the liquid wets completely, a film covers the wall, cos θ = 1 and τ = γ. This is the leading result for a film much thinner than the slit; its thickness is treated below.

**How much benefit is lost**

Let 1 denote water, 2 denote IPA, and r = γ₂/γ₁. In the same slit

P₂/P₁ = r cos θ₂/cos θ₁.

You expected the pressure to fall by a fraction 1 − r. It falls by 1 − P₂/P₁. The lost share of the expected benefit is

L = [(1 − r) − (1 − P₂/P₁)]/(1 − r) = (P₂/P₁ − r)/(1 − r).

Suppose IPA wets completely, so P₂/P₁ = r/cos θ₁. More than half the benefit is lost when L > 1/2, which means

r/cos θ₁ > r + (1 − r)/2 = (1 + r)/2,

cos θ₁ < 2r/(1 + r).

All of it is lost when P₂ ≥ P₁, or cos θ₁ ≤ r. These conditions take 0 < θ₁ < 90°, so that water also pulls the walls together. With r = 0.292 the threshold angles are 63.2° and 73.0°. In the opposite limit, a surface that water also wets completely, L = 0 and your original ratio holds.

**Why the angle falls with the surface tension**

Separating liquid from solid creates a liquid surface and a dry solid surface, and destroys their interface. The work of adhesion is therefore

W = γ + γ_SV − γ_SL = γ(1 + cos θ),

which gives, for partial wetting,

τ = W − γ.

At fixed adhesion, lowering γ raises the pressure. The liquid holds together less strongly and spreads more readily. This continues until γ = W/2, where θ reaches zero. Below that, τ = γ and the pressure falls with γ.

A real exchange also changes W. I estimate it with the Owens–Wendt rule, which splits each surface energy into dispersive (d) and polar (p) parts:

W = 2√(γ_S^d γ_L^d) + 2√(γ_S^p γ_L^p).

The dispersive term has a microscopic motivation. In atomic units, the Casimir–Polder coefficient between two particles is C₁₂ = (3/π)∫₀^∞ α₁(iω)α₂(iω)dω. Give each polarizability one oscillator, α_j(iω) = α_j ω_j²/(ω_j² + ω²). Partial fractions give

∫₀^∞ dω/[(ω₁² + ω²)(ω₂² + ω²)] = π/[2ω₁ω₂(ω₁ + ω₂)].

Thus C₁₂ = (3/2)α₁α₂ω₁ω₂/(ω₁ + ω₂) and C_jj = (3/4)α_j²ω_j, so

C₁₂/√(C₁₁C₂₂) = 2√(ω₁ω₂)/(ω₁ + ω₂).

For frequencies of 0.4 and 0.6 hartree this is 0.98, close to a geometric mean. If pair attractions are summed with the same geometry and cut-off, adhesion inherits that mean. Splitting a liquid creates two surfaces, W_jj = 2γ_j, hence W₁₂ ≈ √(2γ₁ · 2γ₂) = 2√(γ₁γ₂). The polar term copies this form as an empirical assumption.

For purely dispersive liquids on a dispersive solid of energy γ_S, the rule gives τ = 2√(γ_Sγ) − γ when γ > γ_S. Its derivative, √(γ_S/γ) − 1, is negative. For γ < γ_S wetting is complete and τ = γ. The pressure therefore peaks at γ = γ_S. An exchange that crosses this peak can lower γ a great deal and P very little.

**Numbers for your fins**

I use rough round inputs, dispersive part first: water 22 + 50, IPA 18 + 3 and solid 40 + 7 mN/m. The formulas above hold in atomic units as they stand. For the numbers, 1 mN/m divided by 1 nm is 1 MPa.

For water,

W = 2√(22 × 40) + 2√(50 × 7) = 96.75 mN/m,

cos θ₁ = 96.75/72 − 1 = 0.344, θ₁ = 69.9°,

P₁ = 2 × 24.75/20 = 2.475 MPa = 1.545 × 10⁻⁵ eV/Å³.

For IPA, W = 62.83 mN/m exceeds 2γ = 42 mN/m, so it wets completely:

P₂ = 2 × 21/20 = 2.10 MPa = 1.31 × 10⁻⁵ eV/Å³.

The ratio is 0.85, not 0.29. You expected a 71 % reduction and the model gives 15 %. The lost share is

L = (0.849 − 0.292)/(1 − 0.292) ≈ 0.79.

The result depends strongly on the water angle. With IPA held at complete wetting, the pressure ratio is 0.34 for a water angle of 30°, 0.58 for 60° and 1.68 for 80°. In the last case the capillary pressure is higher with IPA than with water.

**The pressure is not the whole load**

At a contact line the liquid surface also pulls on the wall. To find this force, consider a liquid bridge between plates a distance g apart, with a meniscus at each end, contact height h and fixed cross-sectional area A. All energies are per unit length. With β = π/2 − θ, each meniscus has radius g/(2 cos θ), arc length ℓ = gβ/cos θ, and cuts from the rectangle gh a cap of area

S = g²(β − sin θ cos θ)/(4 cos²θ).

Hence A = gh − 2S, and the energy is

E = 2γℓ − 2γ cos θ h, h = (A + 2S)/g.

Since ℓ ∝ g and S ∝ g²,

dh/dg = 4S/g² − h/g.

The inward force on a plate is the energy cost of separation:

dE/dg = 2γβ/cos θ − 8γ cos θ S/g² + 2γ cos θ h/g.

Inserting S turns the middle term into −2γβ/cos θ + 2γ sin θ. The terms in β cancel, leaving

dE/dg = Ph + 2γ sin θ.

Each plate carries two contact lines, so each line pulls inward with γ sin θ per unit length. A fin wetted on one side has one such line, at the top of the liquid. This force vanishes for θ = 0 and is large for water at 70°.

**When two fins collapse**

Consider a pair of fins of height H and width w, with liquid filling the gap between them and the outer sides dry. This is an unbalanced case; in a uniformly wet array the pressures on the two sides of a fin cancel while the gaps stay equal. That balance is not safe at every height, since a small displacement raises the pressure in the narrower gap and sufficiently tall fins can still pair up. Let E′ be the plane-strain modulus, B = E′w³/12 the bending stiffness per unit length, and f = γ sin θ. At height z the bending moment is

M(z) = P(H − z)²/2 + f(H − z).

For small slopes, curvature M/B at z moves the tip by (H − z)M dz/B. Integrating,

δ = PH⁴/(8B) + fH³/(3B) = aP + bf,

a = 3H⁴/(2E′w³), b = 4H³/(E′w³).

Both tips move inward, so the opening at the meniscus is d − 2δ. The pressure is uniform in the liquid and equals 2τ/(d − 2δ). With q = bγ sin θ, equilibrium requires

(δ − q)(d − 2δ) = 2aτ.

The left side vanishes at δ = q and δ = d/2. Its maximum lies midway, at δ = (q + d/2)/2, where the factors are (d/2 − q)/2 and d/2 − q. The maximum is (d/2 − q)²/2. No equilibrium exists once 2aτ exceeds it. Taking the square root, with q < d/2, gives the limit

2√(aτ) + bγ sin θ = d/2.

Beyond it the tips run together. Whether they stay stuck after drying is a separate question of solid adhesion. If the line force is dropped, the limit becomes 16aτ = d², or

H_c = [E′w³d²/(24τ)]^{1/4}.

A uniformly wet array can hold out longer if its gaps do not exchange liquid. If neighbouring tips move by δ in opposite directions and each meniscus keeps its angle, the net pressure on a fin is 8τδ/d² for small δ. It sustains the displacement when δ = (8τδ/d²)H⁴/(8B), which gives H = 2^{1/4}H_c, about 19 % higher for pressure alone. If the gaps share liquid, it flows from the wider gap to the narrower one, where the suction is higher. The wider gap then empties first, and the pair wet on one side is again the relevant case. The heights below are for the pair wet only on its inner sides.

The fourth root makes height a weak function of pressure. With the line force dropped, even your original ratio would raise the critical height only by a factor r^{−1/4} = 1.36.

With E′ = 170 GPa, the pressure-only critical heights are 103.4 nm for water and 107.8 nm for IPA, a gain of 1.04. The line force lowers the water value to 95.9 nm and leaves IPA unchanged, so the gain becomes 1.12.

Wall tilt acts in the same direction. A wall leaning inward by φ turns the liquid surface with it. The pressure becomes 2γ cos(θ − φ)/(d − 2δ) and the line force γ sin(θ − φ). Relative to the upright wall, the pressure factor is

cos(θ − φ)/cos θ = cos φ + tan θ sin φ.

The large tan θ of water makes it sensitive to small tilts. Solving the coupled equations gives 92.3 nm for water and 108.0 nm for IPA. The slight rise for IPA comes mostly from the horizontal part of the line force, which has turned outward. These equations leave out its downward part γ cos(θ − φ), whose moment about the deflected fin is of the same order. With that moment included, the IPA rise shrinks to under 0.1 nm and the water value falls to 92.1 nm. The tenths of a nanometre in these heights should therefore not be trusted.

The silicon under the fin also deforms elastically. Assume the root moment M enters the substrate as a linear traction 12Mx/w³ over the fin width. The standard surface displacement of an elastic half-space under this traction is

u(x) = −(2/πE′) ∫ (12Ms/w³) ln|x − s| ds.

The rotation φ₀ that does the same work satisfies Mφ₀ = ∫(12Mx/w³)u dx. With lengths in units of w,

φ₀ = −(288M/πE′w²) I, I = ∬ xs ln|x − s| dx ds,

each variable running from −1/2 to 1/2. Set u = x − s and v = x + s, so xs = (v² − u²)/4, dx ds = du dv/2 and |v| < 1 − |u|. The v integral leaves

I = ½ ∫₀¹ ln u [(1 − u)³/3 − u²(1 − u)] du = ½ ∫₀¹ ln u [1/3 − u + 2u³/3] du.

Using ∫₀¹ uⁿ ln u du = −1/(n + 1)²,

I = ½(−1/3 + 1/4 − 1/24) = −1/16, φ₀ = 18M/(πE′w²).

Adding φ₀ to the wall slope and φ₀H to the tip deflection lowers the critical heights to 87.9 nm for water and 103.6 nm for IPA. The gain is 1.18. The foot factor depends on the assumed traction: a rigid footprint, with 16/π in place of 18/π, gives 88.3 and 104.0 nm and the same gain. At this modulus a 100 nm fin wet on one side would survive the IPA load but not the water load, although the initial pressures differ by just 15 %. That margin is too narrow to rely on. A vertical fin on a (001) wafer is softer, with E′ near 141–145 GPa. At 140 GPa the same calculation gives 83.1 nm for water and 98.5 nm for IPA, so a 100 nm fin wet on one side would collapse in water and lies too close to the limit in IPA for this model to decide. A plane-strain elastic solution with the full cubic stiffness of silicon in fin and substrate raises these heights by 1–2 nm, to 84–85 nm and about 100 nm. The thickness of the IPA film is still ignored here.

**The wetting film takes some benefit back**

A completely wetting liquid leaves a film on the wall above the meniscus. Take a van der Waals disjoining pressure Π(h) = K/(6πh³) for local thickness h, with each wall acting alone. The flat film has thickness t, where Π(t) = P. Let ψ be the angle between liquid surface and wall, and s now the arc length. Then

γ dψ/ds + Π(h) = P, dh/ds = sin ψ.

Multiply the first equation by sin ψ and integrate from the flat film (h = t, ψ = 0) to mid-gap (h = d/2, ψ = π/2):

γ = P(d/2 − t) − (K/12π)(1/t² − 4/d²).

Dropping 4/d² changes the last term by about (2t/d)², here 1 %. Since K/(6πt³) = P, that term is Pt/2, so

P = 2γ/(d − 3t).

For a rough K = 0.3 eV, the two conditions give t = 1.01 nm and P = 2.475 MPa. In this estimate the pressure ratio is 1.00: the film removes the remaining 15 %. Such close equality is an accident of the round inputs: K = 0.1 eV gives 0.95 and K = 0.5 eV gives 1.03. A 1 nm film is also only a few molecules thick, where a continuum law is marginal.

The film matters for collapse as well. Holding t fixed replaces d by d − 3t in the pressure-only formula, which multiplies the IPA height by √(17.0/20) ≈ 0.92. The 107.8 nm then becomes about 99 nm, against 95.9 nm for water with its line force. This overstates the reduction, because the film thins as the pressure rises; letting t follow the pressure gives 101 nm. With line force, tilt and foot included as well, the IPA height is about 97 nm at 170 GPa and 92–93 nm at 140–145 GPa. The gain over water then falls from 1.18 to about 1.10. In this estimate a 100 nm fin wet on one side collapses under IPA too, subject to the rough value of K and the marginal continuum law.

**How this bears on real fins**

Hydrogen-terminated silicon is hydrophobic, and a water angle near 70° is a plausible rough value. The fin dimensions are also in a realistic range. One assumption that may fail is that of a clean, uniform surface. Oxide regrowth makes silicon more hydrophilic, and roughness can separate advancing from receding angles. If the receding water angle is 60° rather than 70°, the pressure ratio moves from 0.85 to 0.58; near zero it returns to 0.29. The model also assumes complete exchange, since residual water would change both γ and θ.

Other effects can be estimated for these inputs:

- Warm drying, represented by 65 mN/m for water and 18 mN/m for IPA gives a pressure ratio of 0.81 at unchanged angles. The angles need not stay fixed, however. If both parts of each surface tension shrink in proportion, the adhesion rule lowers the water angle to 65.5° and the ratio to 0.67.
- Silicon is elastically anisotropic, and 140 GPa is closer than 170 GPa to the value for a vertical fin on a (001) wafer. With the line force included but not tilt or foot, it gives 91.1 nm for water and 102.7 nm for IPA. Both fall by about 5 %, so their ratio barely changes, but this is enough to decide whether a fin near the limit survives.
- A meniscus pinned at the top edge can have an apparent angle between θ and 90°. At the same level of model, the worst angle in that range lowers the IPA height from 107.8 to 107.6 nm and leaves water at 95.9 nm.

One may also ask whether the liquid can sustain this suction. A spherical bubble of radius R costs 4πR²γ − (4/3)πR³P. Setting the derivative to zero gives R = 2γ/P and a barrier 16πγ³/(3P²), which is 6374 eV for water and 220 eV for IPA. Thermal energy at 298 K is 0.026 eV, so spontaneous cavitation in the bulk liquid is negligible. With P = 2γ cos θ/d the critical radius is d/cos θ, at least the full gap, so neither critical bubble fits in the slit. The estimate therefore applies only to unconfined liquid, and nucleation at the walls needs a separate treatment.

To compare the capillary pressures of two rinses, use γ cos θ at the receding angle on the surface as it exists during drying. For collapse, include γ sin θ, the tilt of the wall and the elastic foot, and for a wetting liquid in a gap this narrow, the film. The rinse with the lower pressure does not always allow the taller fin. At a water angle of 75°, for example, water has the lower pressure, 1.86 against 2.10 MPa. Yet the model with line force, tilt and foot, at 170 GPa and without the film, gives critical heights of 91.9 nm for water and 103.6 nm for IPA. The surface-tension ratio alone suffices for the pressure when the two angles are equal and the films are thin compared with the gap. The numerical output below lists the main values used here.

Values computed for the example and the checks

```
water tension parts: 22 + 50 mN/m
IPA tension parts: 18 + 3 mN/m
solid energy parts: 40 + 7 mN/m
gap, fin width: 20, 10 nm
plane-strain modulus: 170 GPa
water surface tension: 72.0 mN/m
water work of adhesion (rule): 96.75 mN/m
water contact angle: 69.9 deg
water cosine: 0.3437
water wetting tension: 24.75 mN/m
water pressure: 2.475 MPa = 1.545e-05 eV/A^3
IPA surface tension: 21.0 mN/m
IPA work of adhesion (rule): 62.83 mN/m
IPA contact angle: 0.0 deg
IPA cosine: 1.0000
IPA wetting tension: 21.00 mN/m
IPA pressure: 2.100 MPa = 1.311e-05 eV/A^3
surface-tension ratio IPA/water: 0.292
pressure ratio IPA/water: 0.849
share of expected benefit lost: 78.6 %
half-loss water angle: 63.2 deg
equal-pressure water angle: 73.0 deg
water angle 0 deg: pressure ratio 0.292, lost 0.0 %
water angle 30 deg: pressure ratio 0.337, lost 6.4 %
water angle 60 deg: pressure ratio 0.583, lost 41.2 %
water angle 80 deg: pressure ratio 1.680, lost 195.9 %
dispersive peak, solid 40 mN/m: 40.0 mN/m
oscillator frequencies: 0.4, 0.6 hartree
dispersion / geometric mean: 0.9798
naive critical-height gain: 1.361
H_c pressure only: water 103.4, IPA 107.8 nm; gain 1.042
H_c + line force: water 95.9, IPA 107.8 nm; gain 1.124
H_c + wall tilt: water 92.3, IPA 108.0 nm; gain 1.170
H_c + elastic foot: water 87.9, IPA 103.6 nm; gain 1.179
elastic-foot factor: 5.730
IPA film constant: 0.3 eV
IPA film thickness: 1.01 nm
IPA pressure with film: 2.475 MPa
pressure ratio with film: 1.000
water H_c with edge pinning: 95.9 nm
water H_c at modulus 140 GPa: 91.1 nm
IPA H_c with edge pinning: 107.6 nm
IPA H_c at modulus 140 GPa: 102.7 nm
warm tensions, water/IPA: 65/18 mN/m
warm pressure ratio, same angles: 0.806
cavitation barriers, water/IPA: 6374/220 eV
thermal energy at 298 K: 0.0257 eV
```
